**Hubbard dimer: exact gap and Hartree-Fock orbital gap**

The program compares the exact fundamental gap of the half-filled Hubbard dimer, $\sqrt{U^2+16t^2}-2t$, with the orbital gap of unrestricted Hartree-Fock theory (UHF), which is $U$ for $U>2t$ and $2t$ below. Here $t$ is the hopping amplitude and $U$ the on-site repulsion. The program asserts the exact formula against diagonalization in the full Fock space, and the UHF formula against an iterated self-consistent field. At $U=4t$ it also asserts that a direct search over determinants finds the same UHF energy, and that explicit one- and three-electron determinants reproduce the orbital energies. The output for $U=4t$ shows an exact gap of $3.657t$ and an orbital gap of $4t$, an excess of 9.4%. This excess is the difference between a neglected relaxation of $1.0t$ and a neglected correlation term of $0.657t$. The two gaps cross at $U=3t$, and the largest relative excess, about 15.5%, occurs at $U=6.93t$.

## Check in Python

```python
"""
Half-filled Hubbard dimer: exact fundamental gap against the UHF orbital gap.

H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_i,up n_i,down, site energies zero.
E(N): lowest energy with N electrons.  m: staggered moment n1,up - n1,down.
Results under test:
  exact gap E(3)+E(1)-2E(2) = sqrt(U^2+16 t^2) - 2t
  UHF orbital gap = U for U > 2t, and 2t for U < 2t
  exact gap = orbital gap - relaxation + correlation
All energies are in units of t.
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq

t = 1.0

# Fermion operators on the full Fock space; modes: 1 up, 2 up, 1 down, 2 down
identity = np.eye(2)
parity = np.diag([1.0, -1.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else identity
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
cd = [a.T for a in c]
n = [cd[k] @ c[k] for k in range(4)]
hopping = -t * (cd[0] @ c[1] + cd[1] @ c[0] + cd[2] @ c[3] + cd[3] @ c[2])
double_occ = n[0] @ n[2] + n[1] @ n[3]
electron_count = np.rint(np.diag(sum(n))).astype(int)
s_plus = cd[0] @ c[2] + cd[1] @ c[3]
s_z = 0.5 * (n[0] + n[1] - n[2] - n[3])
s_squared = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))
vacuum = np.zeros(16)
vacuum[0] = 1.0


def hamiltonian(U):
    return hopping + U * double_occ


def ground(U, N):
    """Lowest energy and state in the N-electron sector."""
    idx = np.where(electron_count == N)[0]
    values, vectors = np.linalg.eigh(hamiltonian(U)[np.ix_(idx, idx)])
    state = np.zeros(16)
    state[idx] = vectors[:, 0]
    return values[0], state


def exact_gap(U):
    return ground(U, 3)[0] + ground(U, 1)[0] - 2 * ground(U, 2)[0]


def scf(U, start=0.8):
    """Iterate the UHF equations; return orbital energies and orbitals."""
    up = np.array([1 + start, 1 - start]) / 2
    down = up[::-1].copy()
    for _ in range(5000):
        e_up, v_up = np.linalg.eigh(np.diag(U * down) - t * (1 - np.eye(2)))
        e_dn, v_dn = np.linalg.eigh(np.diag(U * up) - t * (1 - np.eye(2)))
        new_up, new_down = v_up[:, 0]**2, v_dn[:, 0]**2
        change = abs(new_up - up).max() + abs(new_down - down).max()
        up, down = new_up, new_down
        if change < 1e-14:
            break
    assert change < 1e-12
    return e_up, v_up, e_dn, v_dn


def orbital_gap(U, start=0.8):
    e_up, _, e_dn, _ = scf(U, start)
    return min(e_up[1], e_dn[1]) - max(e_up[0], e_dn[0])


def determinant(up_orbitals, down_orbitals):
    state = vacuum
    for orb in down_orbitals:
        state = (orb[0] * cd[2] + orb[1] * cd[3]) @ state
    for orb in up_orbitals:
        state = (orb[0] * cd[0] + orb[1] * cd[1]) @ state
    return state


def mean(operator, state):
    return state @ operator @ state


def orbital(angle):
    return np.array([np.cos(angle), np.sin(angle)])


# Gap laws against diagonalization and iterated self-consistency
table = []
for U in (1.0, 3.0, 4.0, 8.0, 20.0):
    gap_ed, gap_hf = exact_gap(U), orbital_gap(U)
    assert abs(gap_ed - (np.sqrt(U**2 + 16 * t**2) - 2 * t)) < 1e-10
    assert abs(gap_hf - (U if U > 2 * t else 2 * t)) < 1e-9
    table.append((U, gap_ed, gap_hf))

# Worked case
U = 4.0 * t
H = hamiltonian(U)
E1, E2, E3 = (ground(U, N)[0] for N in (1, 2, 3))
exact_state = ground(U, 2)[1]
assert abs(E1 + t) < 1e-12 and abs(E3 - (U - t)) < 1e-12
assert abs(E2 - (U - np.sqrt(U**2 + 16 * t**2)) / 2) < 1e-12
gap = exact_gap(U)

e_up, v_up, e_dn, v_dn = scf(U)
homo, lumo = e_up[0], e_up[1]
hf_gap = orbital_gap(U)
hf_state = determinant([v_up[:, 0]], [v_dn[:, 0]])
E2_hf = mean(H, hf_state)
moment = mean(n[0] - n[2], hf_state)
exact_moment = mean(n[0] - n[2], exact_state)
spin_hf = mean(s_squared, hf_state)
spin_exact = mean(s_squared, exact_state)
assert abs(homo) < 1e-10 and abs(lumo - U) < 1e-10
assert abs(moment - np.sqrt(1 - 4 * t**2 / U**2)) < 1e-10
assert abs(E2_hf + 2 * t**2 / U) < 1e-10
assert abs(spin_hf - (1 - 4 * t**2 / U**2)) < 1e-10
assert abs(spin_exact) < 1e-10 and abs(exact_moment) < 1e-10

# The self-consistent solution is the lowest determinant, found by direct search
def pair_energy(angles):
    return mean(H, determinant([orbital(angles[0])], [orbital(angles[1])]))


starts = [(a, b) for a in (0.1, 0.7, 1.4, 2.5) for b in (0.2, 0.9, 1.3, 2.2)]
best = min(minimize(pair_energy, s).fun for s in starts)
assert abs(best - E2_hf) < 1e-8
E2_rhf = pair_energy([np.pi / 4, np.pi / 4])
assert abs(E2_rhf - (U / 2 - 2 * t)) < 1e-12 and E2_rhf > E2_hf
rhf_gap = orbital_gap(U, start=0.0)
assert abs(rhf_gap - 2 * t) < 1e-10

# Frozen orbitals: explicit one- and three-electron determinants
E1_frozen = mean(H, determinant([], [v_dn[:, 0]]))
E3_frozen = mean(H, determinant([v_up[:, 0], v_up[:, 1]], [v_dn[:, 0]]))
assert abs(E2_hf - E1_frozen - homo) < 1e-10
assert abs(E3_frozen - E2_hf - lumo) < 1e-10

# Relaxed determinants for one and three electrons
full_shell = [np.array([1.0, 0.0]), np.array([0.0, 1.0])]
E1_hf = minimize_scalar(lambda a: mean(H, determinant([orbital(a)], [])),
                        bounds=(0, np.pi / 2), method="bounded").fun
E3_hf = minimize_scalar(
    lambda a: mean(H, determinant(full_shell, [orbital(a)])),
    bounds=(0, np.pi / 2), method="bounded").fun
assert abs(E1_hf - E1) < 1e-8 and abs(E3_hf - E3) < 1e-8
total_energy_gap = E3_hf + E1_hf - 2 * E2_hf
assert abs(total_energy_gap - (U - 2 * t + 4 * t**2 / U)) < 1e-7

# Error balance, each part from its own definition
relax_removal = E1_frozen - E1_hf
relax_addition = E3_frozen - E3_hf
relaxation = relax_removal + relax_addition
correlation = 2 * (E2_hf - E2)
assert abs(relaxation - (2 * t - 4 * t**2 / U)) < 1e-7
assert abs(hf_gap - relaxation + correlation - gap) < 1e-7

# Crossing, largest relative excess and strong-coupling excess
crossing = brentq(lambda u: exact_gap(u) - orbital_gap(u), 2.5, 3.6)
assert abs(crossing - 3 * t) < 1e-8
assert orbital_gap(2.5) < exact_gap(2.5) and orbital_gap(3.5) > exact_gap(3.5)
peak = minimize_scalar(lambda u: -orbital_gap(u) / exact_gap(u),
                       bounds=(3.5, 15), method="bounded",
                       options={"xatol": 1e-7})
# A flat maximum fixes its position only to about the root of rounding error
assert abs(peak.x - 4 * np.sqrt(3) * t) < 1e-4
assert abs(-peak.fun - 2 / np.sqrt(3)) < 1e-9
U_large = 200.0 * t
excess_large = orbital_gap(U_large) - exact_gap(U_large)
assert abs(excess_large - (2 * t - 8 * t**2 / U_large)) < 1e-4

print(f"Repulsion U                            {U:.4f} t")
print(f"Exact E(1)                             {E1:.4f} t")
print(f"Exact E(2)                             {E2:.4f} t")
print(f"Exact E(3)                             {E3:.4f} t")
print(f"Exact removal level E(2)-E(1)          {E2 - E1:.4f} t")
print(f"Exact addition level E(3)-E(2)         {E3 - E2:.4f} t")
print(f"Exact fundamental gap                  {gap:.4f} t")
print(f"UHF staggered moment m                 {moment:.4f} (no unit)")
print(f"UHF highest occupied level             {abs(homo):.4f} t")
print(f"UHF lowest empty level                 {lumo:.4f} t")
print(f"UHF orbital gap                        {hf_gap:.4f} t")
print(f"Orbital gap minus exact gap            {hf_gap - gap:.4f} t")
print(f"Relative excess of orbital gap         {100*(hf_gap/gap-1):.2f} %")
print(f"UHF energy for N=2                     {E2_hf:.4f} t")
print(f"Restricted HF energy for N=2           {abs(E2_rhf):.4f} t")
print(f"Restricted HF orbital gap              {rhf_gap:.4f} t")
print(f"Frozen-orbital energy for N=1          {E1_frozen:.4f} t")
print(f"Frozen-orbital energy for N=3          {E3_frozen:.4f} t")
print(f"Relaxation energy on removal           {relax_removal:.4f} t")
print(f"Relaxation energy on addition          {relax_addition:.4f} t")
print(f"Gap from UHF total energies            {total_energy_gap:.4f} t")
print(f"Total relaxation term R                {relaxation:.4f} t")
print(f"Correlation term C                     {correlation:.4f} t")
print(f"UHF <S^2>                              {spin_hf:.4f} hbar^2")
print(f"Exact <S^2>                            {abs(spin_exact):.4f} hbar^2")
print(f"Exact site moment                      {abs(exact_moment):.4f} (no unit)")
print(f"U where the two gaps cross             {crossing:.4f} t")
print(f"U of largest relative excess           {peak.x:.4f} t")
print(f"Largest ratio orbital/exact gap        {-peak.fun:.4f} (no unit)")
print(f"Excess of orbital gap at U={U_large:.0f} t       {excess_large:.4f} t")
print("Table: U, exact gap, UHF orbital gap (all in t)")
for row in table:
    print("  {:7.2f} {:9.4f} {:9.4f}".format(*row))
print("OK")
```

It prints:

```
Repulsion U                            4.0000 t
Exact E(1)                             -1.0000 t
Exact E(2)                             -0.8284 t
Exact E(3)                             3.0000 t
Exact removal level E(2)-E(1)          0.1716 t
Exact addition level E(3)-E(2)         3.8284 t
Exact fundamental gap                  3.6569 t
UHF staggered moment m                 0.8660 (no unit)
UHF highest occupied level             0.0000 t
UHF lowest empty level                 4.0000 t
UHF orbital gap                        4.0000 t
Orbital gap minus exact gap            0.3431 t
Relative excess of orbital gap         9.38 %
UHF energy for N=2                     -0.5000 t
Restricted HF energy for N=2           0.0000 t
Restricted HF orbital gap              2.0000 t
Frozen-orbital energy for N=1          -0.5000 t
Frozen-orbital energy for N=3          3.5000 t
Relaxation energy on removal           0.5000 t
Relaxation energy on addition          0.5000 t
Gap from UHF total energies            3.0000 t
Total relaxation term R                1.0000 t
Correlation term C                     0.6569 t
UHF <S^2>                              0.7500 hbar^2
Exact <S^2>                            0.0000 hbar^2
Exact site moment                      0.0000 (no unit)
U where the two gaps cross             3.0000 t
U of largest relative excess           6.9282 t
Largest ratio orbital/exact gap        1.1547 (no unit)
Excess of orbital gap at U=200 t       1.9600 t
Table: U, exact gap, UHF orbital gap (all in t)
     1.00    2.1231    2.0000
     3.00    3.0000    3.0000
     4.00    3.6569    4.0000
     8.00    6.9443    8.0000
    20.00   18.3961   20.0000
OK
```
